\section*{Magnon Decay Length from Nonlocal Signals at Two Separations}

\section*{Question}

Two identical parallel metal wires lie on a magnetic insulator film of thickness $t$ and cross the full width of the film strip. A current in the first wire, the injector, creates magnons through the spin Hall effect. The second wire, the detector, absorbs magnon spin and converts it into a voltage. A second device differs from the first in one respect: the distance between the facing wire edges is $2d$ instead of $d$. The drive current is the same in both.

Let $\mu(x)$ be the magnon chemical potential divided by the elementary charge, in volts, and $j(x)$ the spin current density along $x$ in charge units, in A/m$^2$. The magnon conductivity is $\sigma_m$, in S/m; constant factors relating spin to charge units are absorbed in it. Spin is lost to the lattice at a rate per volume $\Gamma\mu$. The response is linear and steady, and $t$ is much smaller than the magnon decay length.

\begin{enumerate}
\item[(a)] Derive the equation obeyed by $\mu(x)$ and identify the decay length $\lambda$. Both contacts absorb so strongly that the injector pins $\mu=\mu_0$ at its edge $x=0$ and the detector pins $\mu=0$ at its edge $x=d$. Find $\mu(x)$ in the gap.
\item[(b)] Show that the signals satisfy $S(d)/S(2d)=2\cosh(d/\lambda)$. Discuss short and long separations, and state what fraction of the spin entering the gap reaches the detector.
\item[(c)] The ratio is 3 for $d=5\,\mu$m. Find $\lambda$ and its sensitivity to an error in the ratio.
\item[(d)] Real contacts absorb imperfectly. Let the film continue far beyond both wires, and describe each contact edge by a length $\delta$ such that the detector edge obeys $\mu(d)=\delta\,j(d)/\sigma_m$. Derive the signal ratio, and find the range of $\lambda$ allowed by a ratio of 3 when the strength of the contacts is unknown.
\item[(e)] A device has $t=0.2\,\mu$m, wire width $w=0.3\,\mu$m, $\sigma_m=5\times10^5$ S/m and effective interface spin conductance $g=10^{13}$ S/m$^2$. A numerical solution of its cross-section shows that each contact lengthens the magnon path by $s=0.146\,\mu$m. Correct the result of (c), and estimate the effects of a constant background and of Joule heating.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Diffusion with loss}

Magnons flow from high to low chemical potential, so
\begin{equation}
j=-\sigma_m\frac{d\mu}{dx}.
\end{equation}
In a steady state, the current leaving a thin slice is smaller than the current entering it by the spin lost inside:
\begin{equation}
\frac{dj}{dx}=-\Gamma\mu .
\end{equation}
Inserting the first equation into the second gives $-\sigma_m\mu''=-\Gamma\mu$, or
\begin{equation}
\mu''=\frac{\mu}{\lambda^2},\qquad \lambda=\sqrt{\frac{\sigma_m}{\Gamma}} .
\end{equation}
This description requires distances much longer than the magnon mean free path, and a single magnon population with one decay length.

The general solution is a combination of $e^{x/\lambda}$ and $e^{-x/\lambda}$. The combination that vanishes at $x=d$ is $A\sinh[(d-x)/\lambda]$. The condition $\mu(0)=\mu_0$ gives $A=\mu_0/\sinh(d/\lambda)$, hence
\begin{equation}
\mu(x)=\mu_0\,\frac{\sinh[(d-x)/\lambda]}{\sinh(d/\lambda)} .
\end{equation}
Because both edge values are pinned, film outside the gap has no influence on this profile.

\subsection*{(b) The signal ratio}

Differentiation gives
\begin{equation}
j(x)=-\sigma_m\mu'(x)=\frac{\sigma_m\mu_0}{\lambda}\,
\frac{\cosh[(d-x)/\lambda]}{\sinh(d/\lambda)} .
\end{equation}
The minus sign in the current law cancels the one from the derivative of $d-x$, so the current is positive, towards the detector. At the detector edge the hyperbolic cosine is $\cosh 0=1$:
\begin{equation}
j(d)=\frac{\sigma_m\mu_0}{\lambda\sinh(d/\lambda)} .
\end{equation}
The detector voltage is this current times the film cross-section and a spin-to-charge conversion factor. The drive fixes $\mu_0$. All these factors are equal in the two devices and cancel. With $x_d=d/\lambda$,
\begin{equation}
R\equiv\frac{S(d)}{S(2d)}=\frac{\sinh 2x_d}{\sinh x_d}
=\frac{2\sinh x_d\cosh x_d}{\sinh x_d}=2\cosh\frac{d}{\lambda}.
\end{equation}

\paragraph{Short separation.} For $d\ll\lambda$, $\cosh x_d\simeq1+x_d^2/2$ and $R\simeq2+x_d^2$. Almost no spin is lost, and the film acts as an ordinary resistor: doubling its length halves the current. Since $\cosh x_d>1$ for any finite $\lambda$, a measured ratio of 2 or less cannot be assigned a finite decay length in this model. Imperfect contacts, treated in (d), can bring the ratio below 2 even at finite $\lambda$, and for weak contacts far below: the lower limit is $e^{d/\lambda}$, which approaches 1 for $d\ll\lambda$.

\paragraph{Long separation.} For $d\gg\lambda$, $R=e^{x_d}+e^{-x_d}$ approaches $e^{x_d}$, the ratio for simple exponential decay. The extra term $e^{-x_d}$ can be traced to the expansion
\begin{equation}
\frac{1}{\sinh x_d}=\frac{2e^{-x_d}}{1-e^{-2x_d}}
=2\left(e^{-x_d}+e^{-3x_d}+e^{-5x_d}+\cdots\right).
\end{equation}
The first term is a single crossing of the gap. The later ones have the form of waves that cross it three, five or more times, as the two pinned boundary values require. They raise the near signal relatively more than the far one.

\paragraph{Transmitted fraction.} The current entering the gap is $j(0)=(\sigma_m\mu_0/\lambda)\coth x_d$, so
\begin{equation}
\frac{j(d)}{j(0)}=\frac{1}{\sinh x_d\,\coth x_d}=\frac{1}{\cosh x_d}.
\end{equation}
The ratio of these fractions for the two devices is $\cosh2x_d/\cosh x_d$, which differs from $R$. The reason is that a pinned injector sends more current into the shorter gap. The result $2\cosh x_d$ therefore belongs to a fixed $\mu_0$, and not to a fixed spin current entering the gap.

\subsection*{(c) Extracting the decay length}

Setting $R=3$ gives $\cosh x_d=3/2$. With $u=e^{x_d}$,
\begin{equation}
\frac{1}{2}\left(u+\frac1u\right)=\frac32
\quad\Longrightarrow\quad u^2-3u+1=0
\quad\Longrightarrow\quad u=\frac{3\pm\sqrt5}{2}.
\end{equation}
The product of the roots is 1, so they correspond to $+x_d$ and $-x_d$. A positive length requires the larger root, $u=2.618$, and $x_d=\ln 2.618=0.9624$. Therefore
\begin{equation}
\lambda=\frac{d}{\operatorname{arccosh}(3/2)}
=\frac{5\,\mu\mathrm{m}}{0.9624}=5.20\,\mu\mathrm{m}.
\end{equation}
As a check, $\sinh x_d=1.118$ and $\sinh2x_d=3.354$, whose quotient is 3.00. A finite-difference solution of the boundary-value problem, with $\lambda$ varied until the ratio of computed currents is 3, also gives $5.20\,\mu$m.

At this value the fraction of spin that survives the near gap is $1/\cosh x_d=2/3$. For the far gap, $\cosh2x_d=2\cosh^2x_d-1=7/2$, so the fraction is $2/7$. The fractions differ by a factor $7/3$; the remaining factor $9/7$ in the signal ratio comes from the larger current that enters the shorter gap.

For the sensitivity, differentiate $R=2\cosh x_d$ at fixed $d$. Since $x_d=d/\lambda$, $dx_d=-x_d\,d\lambda/\lambda$, and
\begin{equation}
dR=2\sinh x_d\,dx_d=-2x_d\sinh x_d\,\frac{d\lambda}{\lambda}.
\end{equation}
Dividing by $R$ and inverting gives
\begin{equation}
\frac{d\ln\lambda}{d\ln R}=-\frac{R}{2x_d\sinh x_d}
=-\frac{3}{2(0.9624)(1.118)}=-1.39 .
\end{equation}
A ratio 1\% too high thus lowers the inferred $\lambda$ by about 1.4\%, to $5.12\,\mu$m; a ratio 1\% too low raises it to $5.27\,\mu$m. Substituting $R=2\cosh x_d$ turns the sensitivity into $-\coth x_d/x_d$, which grows as $-1/x_d^2$ at small $x_d$. Wires much closer than $\lambda$ give large signals but a poorly determined decay length. Wires much farther apart reduce this amplification of error, at the price of an exponentially small far signal.

\subsection*{(d) Imperfect contacts}

\paragraph{Boundary conditions.} At the detector edge, $j=-\sigma_m\mu'$ turns the given condition into $\mu(d)=-\delta\mu'(d)$. An edge pinned at $\mu=0$ has $\delta=0$; a wire lying on top of a film of finite thickness has $\delta>0$ even if the interface is perfectly transparent, because spin must also travel through the film thickness. For a given interface and wire width, $\delta$ shrinks as the film is made thinner. If the wire absorbs nothing, the film simply continues, $\mu$ decays as $e^{-x/\lambda}$, and $\delta=\lambda$. An absorbing wire opens an additional path for spin, so more current flows for the same $\mu(d)$ and $\delta$ lies between these values.

The injector with its outer film is the same linear element, mirrored, with a source added. If its edge would stand at $\mu_s$ when no current enters the gap, then drawing a current $j(0)$ lowers it by $\delta j(0)/\sigma_m$:
\begin{equation}
\mu(0)=\mu_s-\frac{\delta j(0)}{\sigma_m}=\mu_s+\delta\mu'(0).
\end{equation}
Here $\mu$ is the profile averaged over the film thickness and extrapolated to the edge. This is adequate because the slowest depth-dependent disturbance, proportional to $\cos(\pi z/t)$, dies out over about $t/\pi$, far less than $d$.

\paragraph{Solution.} Write $\mu=A\sinh[(d-x+s)/\lambda]$. The detector condition becomes
\begin{equation}
A\sinh\frac{s}{\lambda}=\frac{\delta}{\lambda}A\cosh\frac{s}{\lambda}
\quad\Longrightarrow\quad
s=\lambda\operatorname{artanh}\frac{\delta}{\lambda}.
\end{equation}
The profile would reach zero a distance $s$ beyond the edge. The injector condition is $\mu(0)-\delta\mu'(0)=\mu_s$. Using $\delta/\lambda=\tanh(s/\lambda)$ and the addition theorem for the hyperbolic sine,
\begin{align}
\mu_s&=A\left[\sinh\frac{d+s}{\lambda}+\tanh\frac{s}{\lambda}\cosh\frac{d+s}{\lambda}\right]\\
&=\frac{A}{\cosh(s/\lambda)}\left[\sinh\frac{d+s}{\lambda}\cosh\frac{s}{\lambda}
+\cosh\frac{d+s}{\lambda}\sinh\frac{s}{\lambda}\right]\\
&=A\,\frac{\sinh[(d+2s)/\lambda]}{\cosh(s/\lambda)} .
\end{align}
The current reaching the detector edge is $j(d)=(\sigma_mA/\lambda)\cosh(s/\lambda)$, or
\begin{equation}
j(d)=\frac{\sigma_m\mu_s}{\lambda}\,\frac{\cosh^2(s/\lambda)}{\sinh[(d+2s)/\lambda]} .
\end{equation}
The wire absorbs a fraction of this current that is the same in both devices, since the detector element is linear and identical. Hence
\begin{equation}
R=\frac{\sinh[(2d+2s)/\lambda]}{\sinh[(d+2s)/\lambda]} .
\label{eq:ext}
\end{equation}
Each contact adds a length $s$ to the path. The separation is doubled, but the added length is not.

\paragraph{Limits and bounds.} For $s\to0$, equation (\ref{eq:ext}) returns $2\cosh(d/\lambda)$. For $\delta\to\lambda$, $s\to\infty$, both hyperbolic sines become half exponentials, and $R\to e^{d/\lambda}$. Between these limits, at fixed $d$ and $\lambda$,
\begin{equation}
\frac{\partial\ln R}{\partial s}=\frac2\lambda\left[\coth\frac{2d+2s}{\lambda}-\coth\frac{d+2s}{\lambda}\right]<0,
\end{equation}
because $\coth$ decreases for positive argument. It follows that
\begin{equation}
e^{d/\lambda}\le R\le2\cosh\frac d\lambda .
\end{equation}
The left inequality gives $\lambda\ge d/\ln R$, and the right one gives $\lambda\le d/\operatorname{arccosh}(R/2)$. For $R=3$ and $d=5\,\mu$m,
\begin{equation}
4.55\,\mu\mathrm{m}\le\lambda\le5.20\,\mu\mathrm{m}.
\end{equation}
Applying the exponential law to strongly absorbing contacts would therefore underestimate $\lambda$ by 12.4\% relative to the strong-contact value. Both bounds are derived for two equal contacts on a film that continues far beyond both wires.

\paragraph{Numerical test.} The two-dimensional diffusion problem was solved for the film cross-section of part (e), with wires of finite width and $\lambda=5.195\,\mu$m. For very weak contacts the current ratio was 2.618, equal to $e^{x_d}$. For contacts with $g/\sigma_m=0.5\,\mu\mathrm{m}^{-1}$, the profile in the near gap gave $s=1.216\,\mu$m. Equation (\ref{eq:ext}) then predicts
\begin{equation}
R=\frac{\sinh(12.432/5.195)}{\sinh(7.432/5.195)}=2.754,
\end{equation}
in agreement with the ratio 2.754 of the separately computed detector currents.

\subsection*{(e) A device with finite contacts}

\paragraph{Are the contacts strong?} Per unit wire length, the interface conductance is $gw=3\times10^6$ S/m. The film takes up spin over a decay length with conductance $\sigma_mt/\lambda\simeq1.9\times10^4$ S/m. The first exceeds the second by a factor of about 160, which suggests strong contacts but overstates their strength: spin must also travel through the film thickness, and it enters the wire preferentially near the facing edge. The given $s$ includes these effects. Its last digit depends on the numerical grid (the converged value is close to $0.145\,\mu$m), but a change of $0.001\,\mu$m in $s$ shifts the decay length found below by less than $0.001\,\mu$m. Since $s\ll\lambda$, $\delta\simeq s$, and the contact conducts about $\lambda/\delta\simeq35$ times better than the film. The contacts are therefore strong, though not perfect.

\paragraph{Corrected decay length.} With $s=0.146\,\mu$m, equation (\ref{eq:ext}) must equal 3. Its numerical root is $\lambda=5.09\,\mu$m, as substitution confirms:
\begin{equation}
\frac{\sinh(10.292/5.087)}{\sinh(5.292/5.087)}=\frac{3.715}{1.238}=3.00 .
\end{equation}
Adjusting $\lambda$ in the full cross-section calculation until its ratio is 3 gives the same $5.09\,\mu$m. The ideal formula overestimates this corrected value by 2.1\%. Conversely, if $\lambda$ were $5.20\,\mu$m, this device would show a ratio of 2.95 rather than 3.

\paragraph{Background.} Suppose a constant voltage equal to 1\% of the true near signal is added to both readings, whose true ratio is 3. The apparent ratio is
\begin{equation}
\frac{1+0.01}{1/3+0.01}=2.94,
\end{equation}
and the ideal formula then yields $5.34\,\mu$m, which is 2.8\% above the value without background. The offset matters mainly through the far signal, of which it is 3\%.

\paragraph{Joule heating.} Take a current $I=100\,\mu$A in a wire of resistivity $\rho=4\times10^{-7}\,\Omega\,$m, thickness $h=10$ nm and length $L=100\,\mu$m, on a thick substrate of heat conductivity $k=8$ W/(m\,K). The power per length is
\begin{equation}
P'=\frac{I^2\rho}{wh}=1.33\ \mathrm{W/m}.
\end{equation}
A surface point source of power $q$ raises the temperature at distance $r$ by $q/(2\pi kr)$. Integrating over the uniformly heated strip gives, at its centre,
\begin{equation}
\Delta T=\frac{P'}{2\pi kw}\int_{-w/2}^{w/2}\!dx\int_{-L/2}^{L/2}\frac{dy}{\sqrt{x^2+y^2}} .
\end{equation}
The inner integral is $2\operatorname{arsinh}(L/2|x|)\simeq2\ln(L/|x|)$ for $L\gg w$. The outer one then gives $4\int_0^{w/2}\ln(L/x)\,dx=2w[\ln(2L/w)+1]$, so
\begin{equation}
\Delta T=\frac{P'}{\pi k}\left[\ln\frac{2L}{w}+1\right]=0.40\ \mathrm{K}.
\end{equation}
This is the rise of the film surface under the middle of the wire, where it is largest, and equals 0.13\% of 300 K; the thermal resistance of the interface makes the metal itself slightly hotter. If, for scale, $\lambda$ varied as $1/T$, it would change by at most about 0.13\%, since the gap is cooler than the film under the injector. This is well below the contact correction. Heating can also create magnons directly. That contribution is even in the drive current, so taking half the difference of the voltages for opposite currents removes it at leading order.

\paragraph{Relation to real devices.} The parameters are round values in the regime of thin yttrium iron garnet films with platinum wires near room temperature, where magnon decay lengths are roughly several to ten micrometres. The value found here belongs to that range, but the ratio 3 is a datum of the question and not a measurement. Such contacts do not absorb perfectly; for the stated conductances, allowing for this shifts the inferred $\lambda$ by about 2\%. A weaker interface shifts it more, up to the lower bound in (d). With both the contact correction and a possible 1\% background in view, a sensible statement for this device is $\lambda\approx5\,\mu$m. The computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
separation d = 5.0 um; far separation = 10.0 um
given near/far signal ratio = 3.0
d/lambda = arccosh(3/2) = 0.96242
exp(d/lambda) = 2.61803
sinh(d/lambda) = 1.11803
sinh(2d/lambda) = 3.35410
lambda, closed formula = 5.1952 um
lambda, finite-difference root search = 5.1952 um
near current/(sigma_m mu0) = 0.17216 1/um
far current/(sigma_m mu0) = 0.05739 1/um
finite-difference ratio at lambda 500 um = 2.00010
d ln(lambda)/d ln(ratio) = -1.3940
lambda if ratio is 1 percent higher = 5.1244 um
lambda if ratio is 1 percent lower = 5.2693 um
film thickness = 0.20 um; wire width = 0.30 um
magnon conductivity = 5.0e+05 S/m
interface spin conductance = 1.0e+13 S/m^2
sigma_m/interface conductance = 0.050 um
Cross-section ratios at the closed-formula lambda:
  nearly ideal contacts, 0.01 um film = 2.9980
  example contacts = 2.9534
  example contacts, grid refined twofold = 2.9535
  intermediate contacts (0.5 per um) = 2.7537
  very weak contacts = 2.6180
added length, intermediate contact = 1.216 um
added length s, example contact = 0.146 um
edge length delta, example contact = 0.146 um
lambda corrected for example contacts = 5.087 um
lambda from added-length formula = 5.087 um
closed-formula excess = 2.12 percent
lambda for very weak contacts, d/ln(3) = 4.5512 um
weak/strong lambda change = -12.40 percent
ratio with 1 percent background = 2.9417
apparent lambda with background = 5.3424 um
background error = 2.83 percent
drive current = 100 uA; temperature = 300 K
metal resistivity = 4.0e-07 ohm m
metal thickness = 10 nm
wire length = 100 um
substrate heat conductivity = 8.0 W/(m K)
heating power per wire length = 1.333 W/m
injector temperature rise = 0.398 K
rise/temperature = 0.133 percent
\end{verbatim}
